Small-angle scattering on a Fermi sphere: slow current, faster quadrupole

**1. Definitions and conventions**

Consider a metal with a spherical Fermi surface of radius k_F, Fermi velocity v_F, electron mass m and electron density n. A direction on the sphere is a unit vector k. Collisions are elastic, and their probability depends on the angle θ between the old direction k and the new one k', but not on k itself. Write

μ = k·k' = cos θ,  s = 1 − μ.

Γ is the total scattering rate, and p(μ) is the probability per unit solid angle for the new direction, so that ∫dΩ' p(k·k') = 1. Angle brackets denote the average over single collisions, ⟨F⟩ = ∫dΩ' p F.

A small disturbance of the equilibrium distribution f0(E) is written

f = f0 + (−∂f0/∂E) g(k,t).

The function g is the local outward displacement of the Fermi surface, measured as an energy. A dipole (l = 1) shifts the sphere and carries current. A quadrupole (l = 2) stretches it along some axes, squeezes it along others, and carries no current.

Collisions remove electrons from k and bring others in from k'. Since p is symmetric in k and k', loss minus gain gives

∂g/∂t = −Γ ∫dΩ' p(k·k') [g(k) − g(k')].  (1)

**2. Each angular pattern has its own rate**

Let Y_l be any spherical harmonic of order l. Average Y_l(k') over the circle of directions at fixed angle θ from k. To do this, take k as the polar axis. A rotation of axes turns Y_l into a combination of harmonics of the same l. Those that vary with azimuth average to zero, which leaves c P_l(cos θ), with P_l the Legendre polynomial. At θ = 0 the circle shrinks to the point k and P_l(1) = 1, so c = Y_l(k). Hence

circle average of Y_l(k') = P_l(μ) Y_l(k).

Inserted in (1), this gives ∂Y_l/∂t = −λ_l Y_l with

λ_l = Γ⟨1 − P_l(μ)⟩.  (2)

For l = 0 the rate vanishes, because collisions conserve the number of electrons.

Which of these rates does a resistance measurement see? In a uniform field 𝓔, an electron of charge −e gains energy at the rate −e𝓔·v, and the linear Boltzmann equation becomes

∂g/∂t + e𝓔·v = −λ1 g.

The driving term is proportional to v, hence to k, and is a pure dipole. The steady state is g = −e𝓔·v/λ1. Let N be the density of states at the Fermi energy E_F, both spins included. The current density is

j = −eN × (average of v g over the sphere) = e²N v_F² 𝓔/(3λ1),

since the average of v_x² is v_F²/3. Because n is proportional to E_F^(3/2), N = dn/dE_F = 3n/(2E_F) = 3n/(m v_F²). The resistivity is therefore

ρ = mλ1/(n e²).  (3)

The total rate Γ does not appear by itself: a collision counts by the amount of forward direction it destroys, ⟨1 − μ⟩.

**3. The contribution of small angles: diffusion**

Suppose that each collision tilts k by a small angle θ along a great circle with tangent direction t. Then

g(k') = g(k) + θ ∂_t g + (θ²/2) ∂_t² g + (θ³/6) ∂_t³ g + …

Now average over the azimuth of t. The terms in θ and θ³ change sign when t is reversed, so they vanish. In the θ² term, the average of ∂_t² over all tangent directions is half the sum of the second derivatives along two perpendicular great circles, that is ½∇²g, where ∇² is the Laplacian on the unit sphere. Equation (1) becomes, to leading order in the angle,

∂g/∂t = D∇²g,  D = Γ⟨θ²⟩/4 ≈ Γ⟨1 − μ⟩/2.  (4)

The last form uses 1 − cos θ ≈ θ²/2. Electrons perform a random walk over the Fermi sphere.

The eigenvalues of ∇² follow from the fact that r^l Y_l solves Laplace's equation in three dimensions:

0 = (1/r²) ∂_r(r² ∂_r r^l) Y_l + r^(l−2) ∇²Y_l = r^(l−2) [l(l+1)Y_l + ∇²Y_l].

So ∇²Y_l = −l(l+1)Y_l, and

λ_l = l(l+1)D:  λ1 = 2D,  λ2 = 6D,  λ2/λ1 = 3.  (5)

Two separate facts are contained here.

The current is slow because the steps are small. A dipole must be erased by moving electrons from the front of the sphere to the back, an arc of order one radian. Squared tilts add in a random walk, so this takes of order 1/⟨θ²⟩ collisions; precisely, Γ/λ1 = 1/⟨1 − μ⟩.

The quadrupole is faster because its pattern is finer. Its maxima and minima are 90° apart, while those of the dipole are 180° apart. Diffusion removes a pattern at a rate set by its curvature. Halving the distance would give a factor of four on a flat line; on the sphere the factor is 6/2 = 3.

**4. The contribution of finite angles: a correction and a condition**

For l = 2 no expansion is needed. From P_2 = (3μ² − 1)/2,

1 − P_2 = (3/2)(1 − μ²) = (3/2)(1 − μ)(1 + μ) = (3/2) s(2 − s).

Divide Γ⟨1 − P_2⟩ by λ1 = Γ⟨s⟩:

λ2/λ1 = 3 − (3/2)⟨s²⟩/⟨s⟩.  (6)

The correction is negative, so the ratio lies below 3 and approaches it when ⟨s²⟩/⟨s⟩ tends to zero. That quotient is the mean of s with each collision weighted by its own momentum loss s. The condition is therefore that small angles dominate the loss of momentum. It is not enough that most collisions are small-angle. Four cases show the difference; solid angle is uniform in s, so p acts directly as a weight in s.

*Isotropic scattering.* Here s is uniform between 0 and 2, ⟨s⟩ = 1 and ⟨s²⟩ = 4/3, so the ratio is 3 − 2 = 1. One collision erases every pattern equally.

*A uniform cone* of half-angle 0.2 rad. With s uniform up to s0 = 1 − cos 0.2 = 0.020, ⟨s²⟩/⟨s⟩ = (s0²/3)/(s0/2) = 2s0/3, and the ratio is 3 − s0 = 2.980.

*Screened Coulomb scattering*, p ∝ (s + δ)^(−2) with small δ. The integral of s p is close to ln(2/δ) − 1 and that of s²p is close to 2, so the ratio is about 3 − 3/[ln(2/δ) − 1]. The approach to 3 is logarithmic. For δ = 10⁻³ the median angle is 2.6°, yet the ratio is 2.55.

*A heavier tail*, p ∝ (s + δ)^(−3/2). As δ → 0, the integral of s p tends to ∫s^(−1/2)ds = 2√2 and that of s²p to ∫s^(1/2)ds = (2/3)·2√2, both taken from 0 to 2. The ratio tends to 3 − (3/2)(2/3) = 2. For δ = 10⁻⁶ half of all collisions turn the electron by less than 0.14°, but rare large deflections remove most of the momentum, and the diffusion law fails.

**5. A smooth random potential**

A potential that varies slowly on the scale 1/k_F scatters mostly through small angles. Whether a tail of large angles remains depends on how smooth the potential is; a Gaussian correlation leaves practically none. Let the correlation of the potential be U0² exp(−r²/2ξ²), where U0 is the rms value and ξ the correlation length. The Fourier transform is

C(q) = U0² (2π)^(3/2) ξ³ exp(−q²ξ²/2).

An elastic collision transfers q² = 2k_F²(1 − μ), so

C ∝ exp(−a s),  a = (k_Fξ)².

The golden rule, with N1 = m k_F/(2π²ħ²) the density of states per spin, gives

Γ = (2π/ħ) N1 · ½∫C ds.

The integral of exp(−as) from 0 to 2 is (1 − e^(−2a))/a ≈ 1/a for large a. Therefore

Γ = (2π/ħ) · m k_F/(2π²ħ²) · U0² (2π)^(3/2) ξ³/(2k_F²ξ²) = √(2π) U0² ξ/(ħ² v_F),  (7)

where m/(ħk_F) = 1/v_F was used. With the exponential weight, and e^(−2a) neglected, ⟨s⟩ = 1/a and ⟨s²⟩ = 2/a². Hence

λ1 = Γ/a = √(2π) U0²/(p_F² ξ v_F),  λ2/λ1 = 3(1 − 1/a),  (8)

with p_F = ħk_F.

The constant ħ has dropped out of λ1 at fixed p_F, which suggests a classical derivation. An electron on a nearly straight path along z feels transverse forces whose correlation is −(∂_x² + ∂_y²) of the potential correlation, taken on the path: (2U0²/ξ²) exp(−z²/2ξ²). Integrating over the time z/v_F gives the growth rate of the squared transverse momentum, 2√(2π)U0²/(ξv_F). Division by p_F² turns this into Γ⟨θ²⟩, and λ1 = Γ⟨θ²⟩/2 reproduces (8). The total rate Γ does contain ħ, but the current relaxes by the accumulated deflection, which does not.

**6. Numbers for a copper-like sphere**

Take n = 8.5 × 10²⁸ m⁻³, roughly that of copper, and the free-electron mass. Then k_F = 13.6 nm⁻¹, v_F = 1.575 × 10⁶ m/s and E_F = 7.05 eV. The chosen potential has U0 = 0.10 eV and ξ = 1 nm.

The sharpness is a = (13.6 × 1)² = 185, and the rms scattering angle is 6.0°. The potential is weak in the sense the golden rule needs: U0ξ/(ħv_F) = 0.0965. Equation (7) can be written with this number:

Γ = √(2π) × 0.0965² × v_F/ξ ≈ 3.7 × 10¹³ s⁻¹,

which is one collision every 27 fs. The dipole rate is smaller by the factor a:

λ1 = 3.674 × 10¹³/185 = 1.99 × 10¹¹ s⁻¹, a lifetime of 5.0 ps.

The quadrupole rate is 5.93 × 10¹¹ s⁻¹, a lifetime of 1.7 ps. The ratio is 3(1 − 1/185) = 2.98. After one dipole lifetime 37% of the dipole is left, but 5% of the quadrupole.

By (3) this potential contributes 0.0083 µΩ cm to the resistivity. Had Γ been used in place of λ1, the answer would have been 1.5 µΩ cm, too large by the factor 185.

A random walk of 60,000 simulated electrons, with collisions at random times and angles drawn from p, gave the ratio 2.967 ± 0.009, about two standard errors below 2.984. The diffusion law (4) was also tested against the full collision integral, for one smooth function at one point of the sphere. With D = Γ⟨1 − μ⟩/2, the two differed by 0.69% of the diffusion value at a = 185 and by 0.17% at four times that a, consistent with a fall as 1/a.

**7. Weighing the contributions in a real conductor**

*Wide-angle scattering.* Point defects and room-temperature phonons turn electrons through large angles. Model them by an isotropic rate γ, which adds equally to λ1 and λ2 because all l ≥ 1 relax alike:

ratio = (λ2 + γ)/(λ1 + γ).

In resistivity units the smooth potential supplies 0.0083 for the dipole and 2.98 × 0.0083 = 0.0247 for the quadrupole. A background of 0.02 µΩ cm, a rough residual value for fairly pure cold copper, gives (0.0247 + 0.02)/(0.0083 + 0.02) = 1.58. A very clean 0.002 µΩ cm gives 2.60. At room temperature the background is roughly 1.7 µΩ cm and the model gives 1.01. These numbers belong to the isotropic model, and real angular laws can shift them considerably. In a Debye model with normal processes alone, phonons at high temperature fill a nearly uniform cone up to the Debye wave number q_D = 2^(1/3) k_F, so s0 = q_D²/(2k_F²) = 0.79 (78°) and the ratio is 3 − s0 = 2.2; umklapp processes, which reach larger angles, are left out of this estimate. A charged impurity with Thomas-Fermi screening has δ ≈ 0.88 at this density and a ratio of 1.4, which turns 1.58 into 1.86.

*Surfaces.* The transport mean free path v_F/λ1 is 7.9 µm. In a line 100 nm wide an electron crosses the width at a rate of order v_F/w = 1.6 × 10¹³ s⁻¹, which is 79 times λ1. If the surfaces scatter diffusely, they dominate the relaxation of current in a cold, pure line of this width. At room temperature phonons still contribute more: 1.7 µΩ cm corresponds to a rate of 4.1 × 10¹³ s⁻¹.

*Shape of the Fermi surface.* Copper's surface is not a closed sphere. Eight necks, of angular radius roughly 0.19 rad, join it to its copies in neighbouring zones. An electron that diffuses into a neck re-enters on the opposite side of the surface, and its velocity changes continuously on the way. A few small steps can thus reverse the velocity component along the neck axis. A simple model keeps the sphere and lets antipodal points exchange electrons very rapidly inside eight caps. There g(k) = g(−k) is enforced. Quadrupoles are even, satisfy this already, and keep the rate 6D. Dipole-like modes are odd, so they must vanish in the caps. The forced zeros steepen the pattern, and steeper patterns diffuse away faster. Solving the diffusion equation with D held fixed gives about 6D for the slowest odd mode of the symmetry of a current along a cube axis, in place of 2D. The ratio of 6D to this mode rate falls from 3 to about 1. The dipole is no longer a single mode, so the resistivity is set by the steady-state response to the driving term rather than by the slowest mode; that effective rate is higher, about 7.8D, a ratio near 0.8. The mode rate moves from 5.8D to 6.7D as the cap radius goes from 0.17 to 0.21 rad.

This estimate is rough. The true passage through a neck reverses the component of k along the neck axis and not the whole vector, the velocity near a neck is not parallel to k, and the rms step of 0.10 rad is not very small beside the neck radius; with the actual steps at a = 185 the slowest mode drops to about 5.4D and the effective transport rate to about 6.3D. Within the model, though, the effect is as large as the factor of three itself.

*Setting beside real copper.* The density and Fermi energy are close to those of the free-electron picture of copper. The potential is strong: because E_F varies as n^(2/3), U0 = 0.10 eV corresponds to an rms dilation 3U0/(2E_F) of 2.1%. With a bulk modulus of about 140 GPa this means rms pressures near 3 GPa, far too large for the whole volume of a good interconnect. A real copper line also breaks two assumptions of the calculation, the closed sphere and the absence of other scattering; by the estimates above, scattering that is close to isotropic can remove most of the factor of three, and the neck model suggests that an open surface may do the same. The factor of three thus belongs to diffusion on a closed sphere. A candidate for observing it would be a cold, clean, thick conductor whose Fermi surface is nearly spherical and stays clear of the zone boundary, with smooth disorder as its main source of momentum loss. The remaining values are in the numerical output below.

Computed values

```
Electron density (rough, copper): 8.50e+28 m^-3
Potential U0: 0.10 eV; correlation length: 1.0 nm
Equivalent rms dilation 3U0/(2EF): 2.13 %
Fermi wave number: 13.60 nm^-1
Fermi velocity: 1.575e+06 m/s; Fermi energy: 7.05 eV
Sharpness a=(kF xi)^2: 185.0
RMS scattering angle: 5.96 degrees
Total scattering rate Gamma: 3.674e+13 s^-1
Dipole rate: 1.986e+11 s^-1
Quadrupole rate: 5.925e+11 s^-1
Time between collisions: 27.2 fs
Dipole lifetime: 5.04 ps
Quadrupole lifetime: 1.69 ps
Collisions per dipole lifetime: 185.0
Rate ratio quadrupole/dipole: 2.9838
Rate ratio octupole/dipole: 5.9194
Dipole left after one dipole lifetime: 0.368
Quadrupole left at that time: 0.051
Transport mean free path: 7.93 um
Resistivity contribution: 0.00829 microohm cm
Resistivity if Gamma were used: 1.534 microohm cm
Dipole rate from classical forces: 1.986e+11 s^-1
Diffusion-law error at a: 0.689 %
Diffusion-law error at 4a: 0.173 %
Random walk: 60000 walkers, time 2.52 ps
Random walk mean P1: 0.6084; predicted: 0.6065
Random walk mean P2: 0.2290; predicted: 0.2249
Random walk rate ratio: 2.967 +/- 0.009
Isotropic scattering, ratio: 1.000
Uniform cone of 0.2 rad, ratio: 2.980
Screened Coulomb, delta=1e-03, ratio: 2.549; median angle: 2.56 degrees
Power 3/2 tail, delta=1e-06, ratio: 1.999; median angle: 0.140 degrees
Isotropic background 0.002 microohm cm, total ratio: 2.598
Isotropic background 0.020 microohm cm, total ratio: 1.581
Isotropic background 1.700 microohm cm, total ratio: 1.010
Surface rate vF/w for w=100 nm: 1.57e+13 s^-1
Surface rate / dipole rate: 79.3
Weak-scattering parameter U0 xi/(hbar vF): 0.096
Neck angular radius (rough, copper): 0.19 rad
Dipole mode without necks: 1.9999 D
Dipole mode with necks, coarse grid: 6.13 D
Dipole mode with necks, fine grid: 6.21 D
Quadrupole/dipole ratio with necks: 0.97
```
